# Effective force constants from canonical force fitting and the displacement covariance: test program

```python
"""
Result under test: for classical canonical sampling, the least-squares fit of
forces F = -grad V by  F ~ f0 - Phi u  has  Phi = kT * inverse(covariance of u);
without the constant f0 the covariance becomes the second moment <u u^T>.
This holds for anharmonic potentials, double wells included.

Symbols: u displacement (nm), V energy (eV), F force (eV/nm),
Phi effective force constants (eV/nm^2), kT thermal energy (eV).
Model: cells with V = E (u^2/a^2 - 1)^2, joined by springs.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

KB = sc.k / sc.e                       # eV/K
BARRIER, MINIMUM, SPRING = 0.12, 0.03, 10.0   # eV, nm, eV/nm^2
CHARGE, CELL_VOLUME = 10.0, 0.135      # e, nm^3
MASS_AMU = 4 * 15.999                  # four oxygen atoms
MASS = MASS_AMU * sc.atomic_mass       # kg
FIELD_UNIT = 0.1                       # V/nm in 1 MV/cm
T_ROOM = 300.0
kT = KB * T_ROOM


def well(u, e=BARRIER, a=MINIMUM):
    """Energy, slope and curvature of one double well."""
    x = u**2 / a**2
    return e*(x - 1)**2, 4*e*u/a**2*(x - 1), 4*e/a**2*(3*x - 1)


def pair(u, barriers=(BARRIER, BARRIER), minima=(MINIMUM, MINIMUM),
         bias=(0.0, 0.0), cubic=0.0):
    """Energy, forces and Hessians of two coupled cells; u has shape (N, 2)."""
    x, y = u[:, 0], u[:, 1]
    v1, d1, h1 = well(x, barriers[0], minima[0])
    v2, d2, h2 = well(y, barriers[1], minima[1])
    c = cubic / MINIMUM**3
    energy = (v1 + v2 + SPRING*(x - y)**2/2 - bias[0]*x - bias[1]*y
              + c*x**2*y)
    force = np.column_stack((-d1 - SPRING*(x - y) + bias[0] - 2*c*x*y,
                             -d2 + SPRING*(x - y) + bias[1] - c*x**2))
    hess = np.empty((len(x), 2, 2))
    hess[:, 0, 0] = h1 + SPRING + 2*c*y
    hess[:, 1, 1] = h2 + SPRING
    hess[:, 0, 1] = hess[:, 1, 0] = -SPRING + 2*c*x
    return energy, force, hess


def boltzmann(energy, thermal):
    w = np.exp(-(energy - energy.min()) / thermal)
    return w / w.sum()


def fit(u, force, w, constant=False):
    """Weighted least-squares fit; returns Phi and the constant force."""
    design = np.column_stack((u, np.ones(len(u)))) if constant else u
    root = np.sqrt(w)[:, None]
    coef = np.linalg.lstsq(root*design, root*force, rcond=1e-10)[0]
    n = u.shape[1]
    return -coef[:n].T, (coef[n] if constant else np.zeros(n))


def moments(u, w):
    mean = w @ u
    second = (u * w[:, None]).T @ u
    return mean, second, second - np.outer(mean, mean)


def close(a, b, rel=1e-7):
    return np.max(np.abs(np.asarray(a) - b)) <= rel*np.max(np.abs(b))


axis = np.linspace(-0.08, 0.08, 161)
step = axis[1] - axis[0]
grid = np.array(np.meshgrid(axis, axis, indexing="ij")).reshape(2, -1).T

# ---- general asymmetric case: forces, both fits, residual, response
odd = dict(barriers=(0.12, 0.072), minima=(0.03, 0.036),
           bias=(0.3, 0.12), cubic=0.01)
points = np.array([[0.011, -0.023], [-0.034, 0.027]])
for j in range(2):
    shift = np.zeros(2)
    shift[j] = 1e-6
    plus, minus = pair(points + shift, **odd), pair(points - shift, **odd)
    here = pair(points, **odd)
    assert close(-(plus[0] - minus[0])/2e-6, here[1][:, j], 1e-5)
    assert close(-(plus[1] - minus[1])/2e-6, here[2][:, :, j], 1e-5)
energy, force, hess = pair(grid, **odd)
w = boltzmann(energy, kT)
mean, second, cov = moments(grid, w)
phi_plain, _ = fit(grid, force, w)
phi_affine, f0 = fit(grid, force, w, True)
assert np.max(np.abs(w @ force)) < 1e-8
assert close((force*w[:, None]).T @ grid, -kT*np.eye(2))
assert close(phi_plain, kT*np.linalg.inv(second))
assert close(phi_affine, kT*np.linalg.inv(cov))
assert close(f0, phi_affine @ mean)
assert not close(phi_plain, phi_affine, 0.01)
residual = force - f0 + grid @ phi_affine.T
mean_hess = np.tensordot(w, hess, 1)
assert close((force*w[:, None]).T @ force, kT*mean_hess)
assert close((residual*w[:, None]).T @ residual, kT*(mean_hess - phi_affine))
response = np.empty((2, 2))
for j in range(2):
    ends = []
    for sign in (1, -1):
        b = np.array(odd["bias"])
        b[j] += sign*1e-3
        e_b = pair(grid, **{**odd, "bias": tuple(b)})[0]
        ends.append(boltzmann(e_b, kT) @ grid)
    response[:, j] = (ends[0] - ends[1]) / 2e-3
assert close(response, np.linalg.inv(phi_affine), 1e-4)
diagonal_fit = fit(grid[:, :1], force[:, :1], w)[0][0, 0]
assert close(diagonal_fit, kT/second[0, 0])
assert not close(diagonal_fit, phi_plain[0, 0], 1e-3)

# ---- ring of three atoms without rigid translation: pseudo-inverse
basis = np.array([[1, -1, 0], [1, 1, -2]]).T / np.sqrt([2, 6])
ring = grid @ basis.T
bond = ring - np.roll(ring, -1, axis=1)
parts = [well(bond[:, i], BARRIER*(1 + 0.3*i)) for i in range(3)]
slope = np.column_stack([p[1] for p in parts])
w_ring = boltzmann(sum(p[0] for p in parts), kT)
phi_ring = fit(ring, -slope + np.roll(slope, 1, axis=1), w_ring)[0]
assert close(phi_ring, kT*np.linalg.pinv(moments(ring, w_ring)[1], rcond=1e-10))

# ---- worked example: symmetric pair over temperature
energy, force, hess = pair(grid)
table = []
for temp in (200.0, 300.0, 400.0, 800.0):
    w = boltzmann(energy, KB*temp)
    m = moments(grid, w)[1]
    p = fit(grid, force, w)[0]
    assert close(p, KB*temp*np.linalg.inv(m))
    assert np.linalg.eigvalsh((p + p.T)/2).min() > 0
    table.append((temp, np.sqrt(m[0, 0]), p[0, 0], p[0, 1], p[0, 0] + p[0, 1]))
w = boltzmann(energy, kT)
m_room = moments(grid, w)[1]
phi_room = fit(grid, force, w)[0]
uniform = phi_room[0, 0] + phi_room[0, 1]
mean_hess = np.tensordot(w, hess, 1)
left = force + grid @ phi_room.T
explained = 1 - (w @ left**2).sum() / (w @ force**2).sum()
assert close(explained, np.trace(phi_room)/np.trace(mean_hess))
hess_origin = pair(np.zeros((1, 2)))[2][0]
assert np.linalg.eigvalsh(hess_origin).max() < 0

# ---- imprint field on the pair
imprint = 0.5
f_imp = CHARGE*imprint*FIELD_UNIT
e_i, force_i, _ = pair(grid, bias=(f_imp, f_imp))
w_i = boltzmann(e_i, kT)
mean_i, second_i, cov_i = moments(grid, w_i)
plain_i, affine_i = fit(grid, force_i, w_i)[0], fit(grid, force_i, w_i, True)[0]
assert close(plain_i, kT*np.linalg.inv(second_i))
assert close(affine_i, kT*np.linalg.inv(cov_i))

# ---- random snapshots by rejection sampling
rng = np.random.default_rng(7)
trial = rng.uniform(-0.06, 0.06, (3_000_000, 2))
snap = trial[rng.random(len(trial)) < np.exp(-pair(trial)[0]/kT)]
batch, n_batch = 200, 400
assert len(snap) >= batch*n_batch
snap = snap[:batch*n_batch]
f_snap = pair(snap)[1]
phi_snap = fit(snap, f_snap, np.ones(len(snap)))[0]
by_fit, by_cov = [], []
for i in range(n_batch):
    s = slice(i*batch, (i + 1)*batch)
    by_fit.append(fit(snap[s], f_snap[s], np.ones(batch))[0])
    by_cov.append(kT*np.linalg.inv(snap[s].T @ snap[s] / batch))
spread_fit, spread_cov = np.std(by_fit, axis=0), np.std(by_cov, axis=0)
error = spread_fit / np.sqrt(n_batch)
assert np.all(np.abs(phi_snap - kT*np.linalg.inv(m_room)) < 5*error)

# ---- isolated cell: low temperature, trapping, Gaussian self-consistency
line = axis[:, None]
v_line, d_line, _ = well(axis)


def single_phi(thermal):
    return fit(line, -d_line[:, None], boltzmann(v_line, thermal))[0][0, 0]


cold = KB*30
assert abs(single_phi(cold)*MINIMUM**2/cold - 1 - cold/(4*BARRIER)) \
    < 0.5*(cold/BARRIER)**2
phi_single = single_phi(kT)
curvature = well(np.array([MINIMUM]))[2][0]
assert close(curvature, 8*BARRIER/MINIMUM**2)
node, gauss_w = np.polynomial.legendre.leggauss(300)
half = 0.04*(node + 1)
density = 0.04*gauss_w*np.exp(-well(half)[0]/kT)
p_zero = np.exp(-BARRIER/kT)/density.sum()
density /= density.sum()
half_mean = density @ half
half_var = density @ (half - half_mean)**2
f_half = -well(half)[1][:, None]
trapped = fit(half[:, None], f_half, density, True)[0][0, 0]
trapped_plain = fit(half[:, None], f_half, density)[0][0, 0]
assert close(trapped, kT*(1 - p_zero*half_mean)/half_var)
assert close(trapped_plain, phi_single)
lin, con = 4*BARRIER/MINIMUM**2, 12*BARRIER*kT/MINIMUM**4
phi_gauss = (-lin + np.sqrt(lin**2 + 4*con))/2
hn, hw = np.polynomial.hermite_e.hermegauss(20)
u_g = hn*np.sqrt(kT/phi_gauss)
assert close(fit(u_g[:, None], -well(u_g)[1][:, None], hw)[0][0, 0], phi_gauss)

# ---- neglected: quantum nuclei
hb2_2m = sc.hbar**2/(2*MASS)/sc.e*1e18         # eV nm^2
diff = np.arange(len(axis))[:, None] - np.arange(len(axis))[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = hb2_2m/step**2*np.where(diff == 0, np.pi**2/3,
                                  2*(-1.0)**np.abs(diff)/safe**2)
levels = np.linalg.eigvalsh(kinetic + np.diag(v_line))
splitting = levels[1] - levels[0]


def quantum_pair(n):
    """Thermal <u u^T>, -<F u^T> and twice the kinetic energy of one cell."""
    e1, s = np.linalg.eigh(kinetic + np.diag(v_line + SPRING*axis**2/2))
    e1, s = e1[:n], s[:, :n]

    def op(values):
        return s.T @ (values[:, None]*s)
    x, one = op(axis), np.eye(n)
    xx = np.kron(x, x)
    e2, c = np.linalg.eigh(np.diag(np.add.outer(e1, e1).ravel()) - SPRING*xx)
    rho = (c*boltzmann(e2, kT)) @ c.T

    def avg(a):
        return np.sum(rho*a)
    same, cross = avg(np.kron(op(axis**2), one)), avg(xx)
    g_same = avg(np.kron(op(axis*d_line), one)) + SPRING*(same - cross)
    g_cross = avg(np.kron(x, op(d_line))) - SPRING*(same - cross)
    twice_kin = 2*avg(np.kron(s.T @ kinetic @ s, one))
    return (np.array([[same, cross], [cross, same]]),
            np.array([[g_same, g_cross], [g_cross, g_same]]), twice_kin)


m_q, g_q, twice_kin = quantum_pair(30)
assert close(g_q[0, 0], twice_kin, 1e-5)
assert close(quantum_pair(24)[0], m_q, 1e-4)
phi_q = g_q @ np.linalg.inv(m_q)
phi_q_cov = kT*np.linalg.inv(m_q)

# ---- neglected: waiting time between wells (transition-state estimate)
speed = np.sqrt(kT*sc.e/(2*np.pi*MASS))        # mean one-way speed, m/s
sigma_v = np.sqrt(kT*sc.e/MASS)
assert close(speed, sigma_v*quad(lambda z: z*np.exp(-z*z/2)/np.sqrt(2*np.pi),
                                 0, 12)[0])
p_top = w.reshape(161, 161).sum(axis=1)[80]/step
wait_ps = 0.5/(speed*1e-3*p_top)


# ---- neglected: more cells (infinite chain by transfer matrix)
def chain(f):
    v = v_line - f*axis
    k = np.exp(-(np.add.outer(v, v)/2
                 + SPRING*np.subtract.outer(axis, axis)**2/2)/kT)
    lam, psi = np.linalg.eigh(k)
    return lam[::-1], psi[:, ::-1]


lam, psi = chain(0.0)
element = psi[:, 0] @ (axis[:, None]*psi[:, 1:])
corr_sum = np.sum(element**2*(lam[0] + lam[1:])/(lam[0] - lam[1:]))
phi_chain = kT/corr_sum
chain_mean = [axis @ chain(f)[1][:, 0]**2 for f in (1e-3, -1e-3)]
assert close((chain_mean[0] - chain_mean[1])/2e-3, 1/phi_chain, 1e-4)

# ---- neglected: saturation at 1 MV/cm, and depolarization by a thin layer
f_one = CHARGE*FIELD_UNIT
u_exact = (boltzmann(pair(grid, bias=(f_one, f_one))[0], kT) @ grid)[0]
u_linear = f_one/uniform
eps_b, d_film, d_layer = 25.0, 10.0, 0.5
eps0 = sc.epsilon_0/sc.e*1e-9                  # e/(V nm)
pol = CHARGE/CELL_VOLUME                       # polarization per nm of u
fields = np.linalg.solve([[d_film, d_layer], [eps0*eps_b, -eps0*eps_b]],
                         [0.0, -pol])
k_dep = -CHARGE*fields[0]
assert close(k_dep, CHARGE**2/(eps0*eps_b*CELL_VOLUME*(1 + d_film/d_layer)))

p_s = CHARGE*sc.e*MINIMUM*1e-9/(CELL_VOLUME*1e-27)*100


def quantum_of(phi):
    """Vibrational quantum in meV for a force constant in eV/nm^2."""
    return sc.hbar*np.sqrt(phi*sc.e*1e18/MASS)/sc.e*1e3


print("Force constants in eV/nm^2 unless stated; 300 K unless stated")
print(f"barrier {BARRIER} eV, minimum {MINIMUM} nm, spring {SPRING} eV/nm^2")
print(f"charge {CHARGE} e, cell {CELL_VOLUME} nm^3, mass {MASS_AMU:.3f} u")
print(f"polarization at minimum: {p_s:.1f} uC/cm2")
print(f"kT: {kT*1e3:.3f} meV; barrier/kT: {BARRIER/kT:.3f}")
print("Pair: T(K), rms u(nm), Phi11, Phi12, uniform Phi11+Phi12")
for row in table:
    print("  %5.0f  %.5f  %8.3f  %8.3f  %8.3f" % row)
print(f"<u1u1>, <u1u2>: {m_room[0,0]:.4e}, {m_room[0,1]:.4e} nm^2")
print(f"Hessian at origin 11, 12: {hess_origin[0,0]:.2f}, {hess_origin[0,1]:.2f}")
print(f"mean Hessian 11: {mean_hess[0,0]:.2f}")
print(f"share of force variance explained: {100*explained:.2f} %")
print(f"diagonal-only fit, pair: {kT/m_room[0,0]:.3f}")
print(f"Asymmetric pair, fit with constant: {phi_affine[0,0]:.3f}, "
      f"{phi_affine[0,1]:.3f}, {phi_affine[1,1]:.3f}")
print(f"Asymmetric pair, no constant: {phi_plain[0,0]:.3f}, "
      f"{phi_plain[0,1]:.3f}, {phi_plain[1,1]:.3f}")
print(f"Imprint {imprint} MV/cm: force {f_imp:.3f} eV/nm, mean u {mean_i[0]:.5f} nm")
print(f"  Phi11, Phi12 no constant: {plain_i[0,0]:.3f}, {plain_i[0,1]:.3f}")
print(f"  Phi11, Phi12 with constant: {affine_i[0,0]:.3f}, {affine_i[0,1]:.3f}")
print(f"Snapshots {len(snap)}: fitted Phi11 {phi_snap[0,0]:.2f} +- {error[0,0]:.2f}")
print(f"  fitted Phi12 {phi_snap[0,1]:.2f}, Phi21 {phi_snap[1,0]:.2f}"
      f" +- {error[0,1]:.2f}")
print(f"  spread of Phi11 for {batch} snapshots: fit {spread_fit[0,0]:.2f}, "
      f"covariance {spread_cov[0,0]:.2f}")
print(f"Isolated cell: Phi {phi_single:.3f}, well curvature {curvature:.1f}")
print(f"  low-T formula: {kT/MINIMUM**2*(1 + kT/(4*BARRIER)):.3f}")
print(f"  trapped in u>0, with constant: {trapped:.1f}")
print(f"  trapped kT/variance: {kT/half_var:.1f}; "
      f"p(0)<u>: {p_zero*half_mean:.4f}")
print(f"  trapped, no constant: {trapped_plain:.3f}")
print(f"  self-consistent centred Gaussian: {phi_gauss:.2f}")
print(f"  quantum hbar*omega: well {quantum_of(curvature):.2f} meV, "
      f"Phi {quantum_of(phi_single):.2f} meV")
print("Neglected effects")
print(f"  quantum nuclei, Phi11: force fit {phi_q[0,0]:.3f}, "
      f"kT/covariance {phi_q_cov[0,0]:.3f}")
print(f"  quantum 2*kinetic energy per cell: {twice_kin*1e3:.3f} meV")
print(f"  tunnelling splitting, isolated cell: {splitting*1e6:.3f} ueV")
print(f"  waiting time in a well, at least: {wait_ps:.1f} ps")
print(f"  uniform Phi: pair {uniform:.3f}, infinite chain {phi_chain:.3f}")
print(f"  mean u at 1 MV/cm: exact {u_exact:.5f}, linear {u_linear:.5f} nm")
print(f"  layer {d_layer} nm on film {d_film} nm, permittivity {eps_b}:")
print(f"  depolarizing stiffness {k_dep:.2f}")
print("all tests passed")
```

Running it gives:

```
Force constants in eV/nm^2 unless stated; 300 K unless stated
barrier 0.12 eV, minimum 0.03 nm, spring 10.0 eV/nm^2
charge 10.0 e, cell 0.135 nm^3, mass 63.996 u
polarization at minimum: 35.6 uC/cm2
kT: 25.852 meV; barrier/kT: 4.642
Pair: T(K), rms u(nm), Phi11, Phi12, uniform Phi11+Phi12
    200  0.02920    25.433   -11.517    13.916
    300  0.02872    34.578   -10.584    23.994
    400  0.02827    45.446   -10.288    35.158
    800  0.02728    93.733   -10.049    83.684
<u1u1>, <u1u2>: 8.2493e-04, 2.5251e-04 nm^2
Hessian at origin 11, 12: -523.33, -10.00
mean Hessian 11: 943.21
share of force variance explained: 3.67 %
diagonal-only fit, pair: 31.338
Asymmetric pair, fit with constant: 36.190, -9.648, 26.428
Asymmetric pair, no constant: 33.386, -7.892, 25.328
Imprint 0.5 MV/cm: force 0.500 eV/nm, mean u 0.01774 nm
  Phi11, Phi12 no constant: 41.695, -21.645
  Phi11, Phi12 with constant: 51.261, -12.079
Snapshots 80000: fitted Phi11 34.73 +- 0.75
  fitted Phi12 -11.51, Phi21 -10.81 +- 0.62
  spread of Phi11 for 200 snapshots: fit 14.95, covariance 1.82
Isolated cell: Phi 30.858, well curvature 1066.7
  low-T formula: 30.271
  trapped in u>0, with constant: 723.8
  trapped kT/variance: 739.2; p(0)<u>: 0.0209
  trapped, no constant: 30.858
  self-consistent centred Gaussian: 75.49
  quantum hbar*omega: well 26.40 meV, Phi 4.49 meV
Neglected effects
  quantum nuclei, Phi11: force fit 37.305, kT/covariance 34.707
  quantum 2*kinetic energy per cell: 27.781 meV
  tunnelling splitting, isolated cell: 0.000 ueV
  waiting time in a well, at least: 15.4 ps
  uniform Phi: pair 23.994, infinite chain 17.086
  mean u at 1 MV/cm: exact 0.02593, linear 0.04168 nm
  layer 0.5 nm on film 10.0 nm, permittivity 25.0:
  depolarizing stiffness 25.53
all tests passed
```
